# Why equal interference fringes can hide different photon-count noise

## The decision: one variance term or two

A calculation of dose noise in a photoresist has to choose a variance for the number of absorbed photons. If the mean number in a small column of resist is $\mu$, is the variance $\mu$, or must a term proportional to $\mu^2$ be added? In the idealized exposure treated below (one transverse mode, a Lorentzian line, no dose feedback), that choice changes the variance at the half-height point of a fringe by a factor of 1.56.

A measured spectrum does not settle the matter, and neither does the visibility of the averaged fringes. Laser light of constant amplitude and thermal light can agree in both and still differ in count variance. The reason lies in how many powers of the field each measurement averages.

The two lights are compared at equal mean power, spectrum and polarization, each in one transverse mode. The detector responds linearly to intensity. Units with $\hbar=1$ are used in the algebra, so a photon of angular frequency $\omega$ has energy $\omega$.

## What the mean fringe measures

Let $E(t)$ be the complex field envelope, with its carrier oscillation removed, scaled so that $\langle |E|^2\rangle=1$. For stationary light, define

$$g(\tau)=\langle E^*(t)E(t+\tau)\rangle .$$

This is a second-order moment in the sense that it contains two powers of the field. (Another naming convention calls it first-order coherence.) The spectrum is its Fourier transform, so equal spectra mean equal $g$.

A linear interferometer fed by this light alone delivers $E_{\rm out}(t)=\int h(s)E(t-s)\,ds$, where $h$ describes its paths. Hence

$$\langle |E_{\rm out}|^2\rangle=\iint h^*(s)h(s')\,g(s-s')\,ds\,ds' .$$

Whatever the paths, the mean output depends on the light through $g$ alone. For two equal beams with delay $\tau$ and phase difference $\phi$, scaled to a fringe average of 1,

$$I=\tfrac12|E(t)+e^{i\phi}E(t-\tau)|^2 .$$

The two squares average to $\tfrac12+\tfrac12$. The cross terms give $\mathrm{Re}[e^{i\phi}g(-\tau)]$. For real, even $g$,

$$\langle I\rangle=1+g(\tau)\cos\phi .$$

The conditions matter. Interference with a separate phase reference measures a correlation between two sources, which $g$ does not contain. Two-photon absorption responds to $|E|^4$. The scatter between repeated exposures is also a different quantity from the averaged fringe.

## What the variance adds: one quantum mode

Let $a$ remove a photon from the single input mode, whose mean number is $\bar n$. The other input port is in vacuum, with operator $v$. At one output,

$$b=ta+rv,\qquad |t|^2+|r|^2=1 .$$

Each path contributes an amplitude of magnitude $1/2$, so up to a common phase $t=(1+e^{i\phi})/2$ and $|t|^2=(1+\cos\phi)/2$.

Since $v$ acting on vacuum gives zero, every term with $v$ on the right or $v^\dagger$ on the left vanishes. Therefore

$$\mu=\langle b^\dagger b\rangle=|t|^2\bar n,\qquad
\langle b^{\dagger2}b^2\rangle=|t|^4\langle a^{\dagger2}a^2\rangle .$$

The commutator $[b,b^\dagger]=1$ gives $(b^\dagger b)^2=b^{\dagger2}b^2+b^\dagger b$. With $g_2=\langle a^{\dagger2}a^2\rangle/\bar n^2$, the variance is

$$\mathrm{Var}\,n=\mu+(g_2-1)\mu^2 .$$

For a coherent state, $a|\alpha\rangle=\alpha|\alpha\rangle$, so $\langle a^{\dagger2}a^2\rangle=|\alpha|^4=\bar n^2$ and $g_2=1$. A thermal mode has number probabilities $p_n=(1-q)q^n$ with $q/(1-q)=\bar n$. Differentiating the geometric series twice gives

$$\sum_n n(n-1)p_n=(1-q)\,q^2\frac{d^2}{dq^2}\frac1{1-q}
=\frac{2q^2}{(1-q)^2}=2\bar n^2 ,$$

so $g_2=2$. The laser variance is $\mu$; the thermal variance is $\mu+\mu^2$.

For $\bar n=1.5$ and $\phi=\pi/2$, both means are 0.75, while the variances are 0.75 and 1.3125. These values were obtained by propagating the photon-number states through the interferometer, and they agree with the formula.

Partial absorption acts like the transmission $|t|^2$: it lowers $\mu$ but leaves $g_2$ alone. Strong loss brings the thermal ratio of variance to mean, $1+\mu$, close to the Poisson value 1, because $\mu^2$ falls faster than $\mu$. The bunching remains: at small $\mu$ two counts are still about twice as likely as for Poisson light.

## Finite linewidth: the same fringes from two random fields

Real light has a linewidth, and a detector may collect for many coherence times. For the laser take $E=e^{i\theta(t)}$, with constant amplitude and a randomly drifting phase. The phase change over $\tau$ is Gaussian with mean zero and variance $2\gamma|\tau|$. A Gaussian variable $\Delta$ of zero mean obeys $\langle e^{i\Delta}\rangle=e^{-\langle\Delta^2\rangle/2}$, so

$$g(\tau)=e^{-\gamma|\tau|}.$$

For thermal light take a complex Gaussian field, the limit of many independent emitters, with the same $g$. Both spectra are then proportional to

$$\int e^{-\gamma|\tau|}e^{i\Omega\tau}d\tau=\frac{2\gamma}{\gamma^2+\Omega^2},$$

where $\Omega$ is measured from line centre. The half-maximum points are $\Omega=\pm\gamma$, so the full width in ordinary frequency is $\Delta\nu=\gamma/\pi$.

At $\gamma\tau=0.40$ the predicted visibility is $e^{-0.40}=0.670$. Simulation of the two fields gives 0.671 for each.

## Shot noise and wave noise

Let $W$ be the intensity averaged over a counting window $T$, scaled to mean 1. For a given $W$ the counts are Poissonian with mean $\mu W$, so $\langle N^2\rangle=\mu\langle W\rangle+\mu^2\langle W^2\rangle$. Subtracting $\mu^2$ gives

$$\mathrm{Var}\,N=\mu+\mu^2\,\mathrm{Var}\,W .$$

The first term is shot noise, from discrete absorption events. The second is wave noise, from changes in the energy delivered. In the direct laser beam $|E|^2=1$ at all times, so $\mathrm{Var}\,W=0$ although the phase wanders.

For thermal light, let $E$ and $E'$ be the fields at two times separated by $s$, and write $E'=gE+\sqrt{1-g^2}\,F$. Here $F$ is an independent Gaussian field of unit mean intensity. The real and imaginary parts of $E$ each have variance $1/2$, which gives $\langle|E|^4\rangle=2(3/4)+2(1/4)=2$. The cross terms average to zero, so

$$\langle |E|^2|E'|^2\rangle=2g^2+(1-g^2)=1+g^2 .$$

The variance of $W$ averages the excess $g^2=e^{-2\gamma s}$ over all pairs of times. Pairs with separation $s$ occupy a length $T-s$, and either time may come first:

$$\mathrm{Var}\,W=\frac{2}{T^2}\int_0^T(T-s)e^{-2\gamma s}ds .$$

Integration by parts gives $T/(2\gamma)-(1-e^{-2\gamma T})/(4\gamma^2)$ for the integral. With $x=\gamma T$,

$$\mathrm{Var}\,W\equiv\frac1M=\frac{2x-1+e^{-2x}}{2x^2}.$$

The number $M$ counts the effectively independent intensity samples in the window. For $x\ll1$, expansion gives $1/M\simeq1-2x/3$, which returns the single-mode result. For $x\gg1$, $M\simeq x$: long averaging suppresses wave noise. If $P$ independent, equal pulses are added, the variance of their average is divided by $P$, and $M$ is multiplied by $P$.

For $x=4.00$ and $\mu=5$, $1/M=0.2188$ and the thermal variance should be $5+25(0.2188)=10.47$. The simulated value is 10.65, high by 1.7% of the prediction. The standard error for 20000 samples is about 0.15, so the difference is 1.2 standard errors. The simulated laser variance is 5.04, against a prediction of 5.

## Weighing the terms in a resist exposure

Consider two 193 nm beams crossing at a resist film, each at an angle to the normal whose sine is 0.50. Both are polarized perpendicular to the plane of incidence, so their fields are parallel and the fringes have full contrast at zero delay. The fringe period is $193/(2\times0.50)=193$ nm. The light has a 0.30 pm linewidth and arrives in 40 flat pulses of 100 ns. The fringe-averaged dose entering the film is 30 mJ/cm². Photons are counted in a column 20 nm by 20 nm wide and 100 nm deep.

The refractive index is 1.70, so the cosine of the angle inside the film is $\sqrt{1-(0.50/1.70)^2}=0.956$. With absorption coefficient 1.50 per µm, the absorbed fraction is

$$f=1-\exp[-1.50(0.100)/0.956]=0.145 .$$

The energy entering the column is $7.49\times10^5$ eV, and each photon carries 6.424 eV. At half height the mean number absorbed is therefore

$$\mu=\frac{7.49\times10^5}{6.424}\,(0.145)\simeq1.69\times10^4 .$$

The linewidth in frequency is $c\,\Delta\lambda/\lambda^2=2.415$ GHz, so $1/\gamma=1/(\pi\Delta\nu)=0.132$ ns. Each pulse has $\gamma T=758.5$, and forty pulses give $M=3.04\times10^4$. Relative to the mean, the separate standard deviations at half height are

$$\frac1{\sqrt\mu}=0.77\%,\qquad \frac1{\sqrt M}=0.57\% .$$

Independent contributions add in squares, so the thermal total is $\sqrt{0.77^2+0.57^2}\,\%=0.96\%$. The laser total is 0.77%. The variance ratio is $1+\mu/M=1.56$.

Near zero delay the intensity factors into $|E(t)|^2(1+\cos\phi)$, so every position shares the same $W$. Averaging the cosine over the 20 nm column multiplies its contrast by $\sin u/u$, with $u=\pi(20/193)$, which is 0.982. The counts are:

| Position | Mean, both lights | Laser variance | Thermal variance |
|---|---:|---:|---:|
| Bright | 33571 | 33571 | 70691 |
| Half height | 16934 | 16934 | 26379 |
| Dark | 298 | 298 | 300 |

The extra digits are kept so that the small dark-fringe difference can be seen. Rounding of the entries makes it look like 2; the wave term there is $\mu^2/M=2.9$. Wave noise more than doubles the variance at the bright fringe, where $\mu>M$, and hardly matters at the dark fringe, where $\mu\ll M$.

The factorization also gives the physical picture. At zero delay, thermal light does not blur an individual fringe pattern. It makes the whole pattern brighter or dimmer from one exposure to the next. Wave noise is thus a dose error shared by columns within the coherent beam, whereas shot noise is independent from column to column once $W$ is given.

With total dose, linewidth and pulse length fixed, more independent pulses reduce wave noise as $1/\sqrt P$ and leave shot noise unchanged.

## Unequal paths: the laser acquires wave noise

The laser's Poisson variance fails when the interferometer turns phase drift into intensity change. At half height, $\phi=\pi/2$, the laser intensity is $I=1+\sin\Delta$, where $\Delta=\theta(t)-\theta(t-\tau)$ has variance $v=2\gamma\tau$.

Two such phase differences, taken at times separated by $s$, share drift only while their intervals overlap. Their covariance is $C=2\gamma(\tau-s)$ for $s<\tau$ and zero otherwise. Writing the product of sines as a difference of cosines gives

$$\langle\sin\Delta\sin\Delta'\rangle=\tfrac12\left[e^{-(v-C)}-e^{-(v+C)}\right]=e^{-v}\sinh C .$$

For $\tau\ll T$, the factor $T-s$ may be replaced by $T$, so

$$\mathrm{Var}\,W_{\rm laser}\simeq\frac2T\int_0^\tau e^{-v}\sinh[2\gamma(\tau-s)]ds
=\frac{e^{-v}(\cosh v-1)}{\gamma T}=\frac{(1-e^{-v})^2}{2\gamma T}.$$

The thermal output field is still Gaussian. Its normalized correlation is $K(s)=g(s)+\frac i2[g(s-\tau)-g(s+\tau)]$. For $\gamma T\gg1$ and $\tau\ll T$, $\mathrm{Var}\,W$ is the integral of $|K|^2$ over all $s$, divided by $T$. The needed integrals are

$$\int g^2ds=\frac1\gamma,\qquad
\int g(s-\tau)g(s+\tau)ds=2\tau e^{-v}+\frac{e^{-v}}\gamma=\frac{(1+v)e^{-v}}\gamma ,$$

where the two pieces of the second integral come from $|s|<\tau$ and $|s|>\tau$. Expanding the square gives

$$\mathrm{Var}\,W_{\rm thermal}\simeq\frac1{\gamma T}\left\{1+\tfrac12[1-(1+v)e^{-v}]\right\}.$$

For $\gamma\tau\ll1$ the laser term is about $2(\gamma\tau)^2/(\gamma T)$, far below the thermal term. For $\gamma\tau\gg1$, still with $\tau\ll T$, the values approach $1/(2\gamma T)$ and $3/(2\gamma T)$. Then neither light is strictly Poissonian at this position, and the fringe has faded for both.

One millimetre from the centre of the exposure field, the delay is 3.34 ps and $\gamma\tau=0.025$. The visibility before column averaging is 0.975 for both lights. At half height the laser's added noise is 0.020% of the mean, against 0.57% for thermal light, so the difference in noise survives at that position. The dark fringe is more sensitive to delay: with column averaging included, its mean rises from 298 at the centre to about 710 here. The dark row of the table therefore applies only very near the centre. The ordering of the two lights is also specific to the position: at the exact dark point here, before column averaging, the wave noise relative to the local mean is about 0.10% for the laser and 0.07% for thermal light, both far below the shot noise.

## Setting the model beside a real exposure

The wavelength, linewidth, pulse length, pulse number and dose are rough typical values for ArF lithography. The calculation treats each 100 ns pulse as fresh random light throughout. Pulses this long are usually made by a delay-loop stretcher, which repeats a shorter pulse. A lossless, perfectly aligned loop transmits every frequency with equal power, so in one transverse mode it changes neither the energy of a pulse nor its relative scatter. The length before stretching then sets the wave noise: for 25 ns it would be 1.15% instead of 0.57%. The 193 nm fringe period is coarse compared with the finest patterns made with such sources. An ArF excimer source has many modes and is closer to the thermal model; the constant-amplitude laser of equal spectrum is a comparison case. With many transverse modes, the wave noise at one point can be as large as calculated here, but only columns within a transverse coherence length share it. Columns farther apart brighten and dim independently, so the picture of a whole pattern changing together is limited to one transverse mode. The Lorentzian line is chosen for its simple algebra, and its wings are too broad for a line-narrowed source: at 0.30 pm full width, 95% of the energy occupies 3.8 pm, against 0.50 pm for a Gaussian. A Gaussian line of the same full width raises the wave noise from 0.57% to 0.83%, and the thermal total from 0.96% to $\sqrt{0.77^2+0.83^2}\,\%=1.13\%$. The line shape therefore matters as well as its width. Line-narrowed sources are often specified by the width holding 95% of the energy; if 0.30 pm is that width for a Gaussian line, the full width at half maximum is 0.18 pm and the wave noise is 1.07%.

Other contributions can be weighed in the same way:

- **Pulse energy.** An assumed independent scatter of 3.0% per pulse, additional to the wave noise, averages to $3.0\%/\sqrt{40}=0.47\%$. This is comparable with the wave noise and affects both lights. The totals become about 0.90% for the laser and 1.07% for thermal light with the Lorentzian line. These totals, like the table, assume no dose feedback. In one transverse mode the wave noise is itself a scatter of the whole pulse energy, 3.6% per pulse, which an energy monitor sees. Ideal pulse-to-pulse correction leaves only the error of the last pulse, about 0.12% of the dose, and the thermal total falls to 0.78%. With many transverse modes the beam energy scatters much less than the local dose, and such feedback does not remove the local wave noise.
- **Surface reflection.** The film surface reflects 9.3% of light polarized perpendicular to the plane of incidence. If 30 mJ/cm² were the incident dose instead of the dose entering the film, shot noise would rise to $0.77\%/\sqrt{0.907}=0.81\%$. Wave noise would not change.
- **Two-photon absorption.** At 7500 W/cm², even an assumed, deliberately generous coefficient of 10 cm/GW gives only $5\times10^{-9}$ of the one-photon absorption. Two-photon absorption can therefore be neglected. A linear response also requires the absorption coefficient to stay constant during the exposure. At the bright fringe about 0.8 photons are absorbed per cubic nanometre, so that assumption has to be checked for the resist in use.

Reflection from the substrate is taken as suppressed. Acid generation, diffusion and development are left out, so these percentages describe absorbed photons and not the roughness of a developed line. The numerical output below gives the values to more digits.

## Table of computed values

```
single mode: input mean = 1.50 photons
phase 0.000 rad: means L,T = 1.5000, 1.5000; variances = 1.5000, 3.7500
phase 1.047 rad: means L,T = 1.1250, 1.1250; variances = 1.1250, 2.3906
phase 1.571 rad: means L,T = 0.7500, 0.7500; variances = 0.7500, 1.3125
phase 2.000 rad: means L,T = 0.4379, 0.4379; variances = 0.4379, 0.6296
simulation: gamma*T = 4.00, gamma*tau = 0.40
simulation: predicted 1/M = 0.2188
laser: simulated visibility = 0.671
laser: count mean, variance = 5.001, 5.038
laser: half-height Var W, simulated, predicted = 0.0363, 0.0367
thermal: simulated visibility = 0.671
thermal: count mean, variance = 5.004, 10.649
thermal: half-height Var W, simulated, predicted = 0.2430, 0.2380
predicted visibility = 0.670
predicted thermal count variance = 10.469
wavelength = 193.0 nm
photon energy = 6.424 eV
linewidth (full, half maximum) = 0.30 pm
frequency width = 2.415 GHz
coherence time 1/gamma = 0.1318 ns
pulse length = 100 ns; pulses = 40
gamma*T per pulse = 758.5; total M = 30362
dose entering film = 30.0 mJ/cm2
cell side = 20 nm; film = 100 nm
absorption coefficient = 1.50 per um
film index = 1.70; sine of beam angle = 0.50
absorbed fraction = 0.1452
fringe period = 193.0 nm
contrast after cell averaging = 0.9824
bright: mean = 33571; variance L,T = 33571, 70691 photons^2
half-height: mean = 16934; variance L,T = 16934, 26379 photons^2
dark: mean = 298; variance L,T = 298, 300 photons^2
half-height shot noise (laser total) = 0.768 %
thermal wave noise alone = 0.574 %
half-height thermal total = 0.959 %
half-height variance ratio T/L = 1.558
off-centre distance = 1.0 mm
delay there = 3.336 ps; gamma*tau = 0.0253
visibility there, before cell averaging = 0.9750
laser phase-to-intensity noise there = 0.0200 %
thermal wave noise there = 0.5743 %
thermal wave noise, Gaussian line = 0.829 %
assumed pulse-energy scatter = 3.0 %
its dose noise, independent pulses = 0.474 %
surface reflection (s-polarized) = 9.3 %
mean intensity in pulse = 7500 W/cm2
assumed two-photon coefficient = 10.0 cm/GW
two-photon/one-photon absorption = 5.0e-09
```
